Shockley-Read-Hall recombination through one level with unequal capture cross sections

A semiconductor contains N_t identical, independent defects per volume. Each has a single level at energy E_t between the valence edge E_v and the conduction edge E_c, and is either empty or occupied by one electron. The electron density in the conduction band is n and the hole density in the valence band is p. An electron and a hole recombine when the defect captures first one and then the other. The task is to find the net rate of this process, with the two capture cross sections σ_n and σ_p left independent.

The carriers of each band are in thermal equilibrium among themselves at the lattice temperature T, but the two bands need not be in equilibrium with each other. Capture energy goes to the lattice. Auger capture, optical transitions at the level, field-enhanced emission and excited defect states are left out. The algebra is in atomic units, with kT treated as one energy. Numerical values use eV, Å and seconds.

**(a) Find the equilibrium occupation of the defect. Then find how strongly an occupied defect emits into band states of energy E, given how strongly an empty one captures from them.**

Let the empty defect have g_e states and the occupied one g_o states, and define γ = g_e/g_o. At Fermi level E_F, the statistical weight of the empty defect is g_e and that of the occupied defect is g_o exp[−(E_t − E_F)/kT]. If f₀ is the equilibrium probability of occupation, the ratio of the weights is

f₀/(1 − f₀) = (1/γ) exp[(E_F − E_t)/kT].

Let D(E) be the conduction-band density of states, both spins included, and F(E) the fraction of these states that is filled. An electron of speed v meets an empty defect with strength k(E) = σ_n(E)v(E). Per volume, the electrons captured from the interval dE in unit time number

N_t (1 − f) k(E) D(E) F(E) dE.

Emission needs an occupied defect and an empty band state. With ε(E) as its unknown strength, the corresponding number is

N_t f ε(E) D(E) [1 − F(E)] dE.

In full equilibrium each microscopic process is balanced by its own reverse, so the two expressions are equal at every energy:

ε = k · F₀/(1 − F₀) · (1 − f₀)/f₀.

The Fermi function F₀ = 1/{1 + exp[(E − E_F)/kT]} gives F₀/(1 − F₀) = exp[−(E − E_F)/kT]. The defect factor is γ exp[(E_t − E_F)/kT]. In the product E_F cancels:

ε(E) = γ k(E) exp[−(E − E_t)/kT].

This relation was found in equilibrium but is needed outside it. The step is allowed because ε is a transition strength of the defect coupled to a lattice at temperature T. The occupations of the band and of the defect have been written as separate factors, and they alone change when carriers are injected. A strong electric field or a lattice out of equilibrium could change ε itself, and the argument would then fail.

**(b) Sum over the band energies to obtain the total emission coefficients for electrons and holes.**

The capture coefficient c_n is the average of k over the electrons present, and the emission coefficient e_n is the total emission rate of one occupied defect:

c_n = ∫ k D F dE / ∫ D F dE,  e_n = ∫ ε D (1 − F) dE.

Now let the band be nondegenerate, which means F ≪ 1. Then 1 − F ≈ 1, and F is proportional to exp[−(E − E_c)/kT]. The constant of proportionality cancels in c_n. With

N_c = ∫ D exp[−(E − E_c)/kT] dE,

the capture coefficient satisfies

∫ k D exp[−(E − E_c)/kT] dE = c_n N_c.

In e_n, split the exponent as E − E_t = (E − E_c) + (E_c − E_t):

e_n = γ exp[−(E_c − E_t)/kT] ∫ k D exp[−(E − E_c)/kT] dE = c_n n₁,

n₁ = γ N_c exp[−(E_c − E_t)/kT].

The cross section may depend on energy, since the same average appears in capture and emission. The density n₁ has a direct meaning. By part (a), f₀ = 1/2 when E_F = E_t + kT ln γ, and the equilibrium electron density N_c exp[−(E_c − E_F)/kT] is then n₁.

For a single isotropic parabolic valley of mass m_n (several or anisotropic valleys need a valley count and different masses in N_c and in the mean speed), with x = E − E_c, the density of states is D = √2 m_n^(3/2) √x/π². Since ∫√x exp(−x/kT) dx = (√π/2)(kT)^(3/2),

N_c = 2 (m_n kT/2π)^(3/2).

If σ_n is constant, c_n = σ_n⟨v⟩ with v = √(2x/m_n). The numerator of the average contains ∫ x exp(−x/kT) dx = (kT)², so

⟨v⟩ = √(2/m_n) (kT)² / [(√π/2)(kT)^(3/2)] = √(8kT/πm_n).

For holes, capture needs an occupied defect and an empty valence state; emission of a hole needs an empty defect and a filled valence state. With hole capture strength k_p, balance at each energy gives

ε_p = k_p · (1 − F₀)/F₀ · f₀/(1 − f₀)
  = k_p exp[(E − E_F)/kT] · (1/γ) exp[(E_F − E_t)/kT]
  = (k_p/γ) exp[−(E_t − E)/kT].

The degeneracy ratio is inverted because a hole is emitted by the empty defect. Summing over a nondegenerate valence band, with N_v defined like N_c, gives

e_p = c_p p₁,  p₁ = (N_v/γ) exp[−(E_t − E_v)/kT].

In the product n₁p₁ both γ and E_t cancel:

n₁p₁ = N_c N_v exp[−(E_c − E_v)/kT] = n_i²,

where n_i is the intrinsic density.

If the conduction band is degenerate, final states are blocked. A Fermi distribution with quasi-Fermi level E_Fn obeys 1 − F = F exp[(E − E_Fn)/kT]. Inserting this in e_n gives e_n = γ exp[(E_t − E_Fn)/kT] c_n n, with c_n averaged over the actual distribution. The emission coefficient is then no longer a constant. For the constant cross section used below, with E_Fn 0.05 eV above E_c, it falls to 0.48 of its nondegenerate value. The remaining parts assume nondegenerate bands.

**(c) Write the net capture rates of electrons and holes, and find the occupation f at fixed n and p.**

Capture minus emission gives, per volume,

U_n = N_t c_n [n(1 − f) − n₁f],
U_p = N_t c_p [pf − p₁(1 − f)].

Each net electron capture fills a defect and each net hole capture empties one, so

N_t df/dt = U_n − U_p.

Collect the terms without f and those with f:

df/dt = c_n n + c_p p₁ − S f,  S = c_n(n + n₁) + c_p(p + p₁).

At fixed n and p this linear equation has the solution

f(t) = f_s + [f(0) − f_s] exp(−St),  f_s = (c_n n + c_p p₁)/S.

The numerator of f_s contains the two processes that fill the defect, electron capture and hole emission. The sum S contains all four processes. During the relaxation U_n and U_p differ, because the charge on the defects is changing. A single recombination rate exists once f has become steady. It also exists to a good approximation while n and p still change, provided N_t|df/dt| is small compared with |U_n| and |U_p|. Changes that are slow on the scale of 1/S are not enough: f then follows n and p, but the defects may still take up or release charge at a rate comparable with the recombination rate, and U_n and U_p then differ.

**(d) Obtain the steady recombination rate R.**

From f_s, the empty fraction is

1 − f_s = (c_n n₁ + c_p p)/S.

Insert both fractions into the bracket of U_n:

n(1 − f_s) − n₁f_s = [c_n n n₁ + c_p np − c_n n n₁ − c_p n₁p₁]/S.

The first and third terms cancel. They describe electrons that are captured and returned to the same band. What remains is

R = N_t c_n c_p (np − n₁p₁)/S.

The hole bracket gives the same result:

pf_s − p₁(1 − f_s) = [c_n np + c_p pp₁ − c_n n₁p₁ − c_p pp₁]/S = c_n(np − n₁p₁)/S.

Define τ_n = 1/(N_t c_n) and τ_p = 1/(N_t c_p). Dividing numerator and denominator by N_t c_n c_p turns c_n(n + n₁) into τ_p(n + n₁) and c_p(p + p₁) into τ_n(p + p₁). With n₁p₁ = n_i²,

R = (np − n_i²) / [τ_p(n + n₁) + τ_n(p + p₁)].

The hole time multiplies the electron densities, and the electron time the hole densities. The reason is visible when np ≫ n_i², where the inverse rate becomes a sum of two terms:

1/R ≈ (1 + n₁/n)/(N_t c_p p) + (1 + p₁/p)/(N_t c_n n).

The first term is the resistance of the hole-capture step, raised by electron re-emission. The second is the resistance of the electron-capture step, raised by hole re-emission. The larger term is the bottleneck.

The sign of R is that of np − n_i². With quasi-Fermi levels E_Fn and E_Fp, np = n_i² exp[(E_Fn − E_Fp)/kT]. The defect thus recombines carriers when E_Fn > E_Fp, generates them when E_Fn < E_Fp, and does neither on balance in equilibrium.

**(e) Find the carrier lifetime when equal excess densities Δ are added to the equilibrium densities n₀ and p₀. Find also the rate in a region emptied of carriers.**

Equal excesses require that the change of charge stored on the defects be small compared with Δ. With n = n₀ + Δ, p = p₀ + Δ and n₀p₀ = n_i²,

np − n_i² = Δ(n₀ + p₀ + Δ).

The lifetime τ = Δ/R is therefore

τ(Δ) = [τ_p(n₀ + n₁) + τ_n(p₀ + p₁) + (τ_n + τ_p)Δ] / (n₀ + p₀ + Δ).

For small Δ it tends to

τ_small = [τ_p(n₀ + n₁) + τ_n(p₀ + p₁)]/(n₀ + p₀).

Two conditions together are sufficient for this limit: Δ ≪ n₀ + p₀ from the denominator, and (τ_n + τ_p)Δ ≪ τ_p(n₀ + n₁) + τ_n(p₀ + p₁) from the numerator. With very unequal capture, the second can be much the stricter.

In p-type material with n₀ and p₁ negligible,

τ_small ≈ τ_n + τ_p n₁/p₀.

The lifetime reduces to the minority-carrier time τ_n if τ_p n₁ ≪ τ_n p₀. The condition n₁ ≪ p₀ is not enough when τ_p ≫ τ_n.

When Δ exceeds all the other densities sufficiently for the terms in Δ to dominate, τ tends to τ_n + τ_p. Every recombination then needs one capture of each kind from equally dense carriers, and the two times add. The derivation assumes that Δ is still small enough for both bands to be nondegenerate. Beyond that, the capture coefficients, and with them τ_n and τ_p, can change with Δ.

In a depleted region, n = p = 0 gives

R = −n_i²/(τ_p n₁ + τ_n p₁).

Using n_i² = n₁p₁, this is 1/|R| = 1/(N_t e_p) + 1/(N_t e_n). Generation needs one emission of each kind. If one is much slower than the other, it controls the rate; if e_n = e_p, the rate is half of N_t e_n.

**(f) At fixed n, p, c_n and c_p, which level position makes |R| largest?**

The numerator of R does not depend on E_t. In the denominator, the part that does is

h(n₁) = τ_p n₁ + τ_n n_i²/n₁.

Its derivative τ_p − τ_n n_i²/n₁² vanishes at

n₁ = n_i √(τ_n/τ_p) = n_i √(c_p/c_n),

and the second derivative 2τ_n n_i²/n₁³ is positive, so h is smallest there. Let E* be the level position for which n₁ = n_i. From the definitions of n₁ and n_i,

E* = (E_c + E_v)/2 + (kT/2) ln(N_v/N_c) − kT ln γ.

Since n₁ = n_i exp[(E_t − E*)/kT], the most active level is at

E_t = E* + (kT/2) ln(c_p/c_n).

At this position e_n = c_n n₁ and e_p = c_p n_i²/n₁ both equal n_i√(c_n c_p). For a level at E*, where n₁ = p₁ = n_i, the ratio e_p/e_n equals c_p/c_n. If hole capture has the smaller coefficient, hole emission from that level is therefore weaker by the same factor, and a level closer to the valence band restores equal emission. The maximum is pronounced in depletion. When τ_p n + τ_n p is much larger than h over a range of levels, the rate hardly depends on E_t in that range.

**(g) Evaluate the rate for a p-type model with σ_n = 10 Å² and σ_p = 0.1 Å², and identify the slow step.**

The other parameters are kT = 0.025 eV, a gap of 1 eV, a level 0.25 eV below E_c, masses m_n = 0.5 and m_p = 1 electron masses, γ = 1/2 and N_t = 10⁻¹¹ Å⁻³. The equilibrium hole density is p₀ = 10⁻⁸ Å⁻³. An excess of 10⁻⁹ Å⁻³ gives n = 10⁻⁹ Å⁻³, since n₀ is negligible, and p = 1.1 × 10⁻⁸ Å⁻³.

The band density is N_c = 8.44 × 10⁻⁶ Å⁻³, so

n₁ = 0.5 × 8.44 × 10⁻⁶ × exp(−10) = 1.92 × 10⁻¹⁰ Å⁻³,

while p₁ = 4.5 × 10⁻¹⁸ Å⁻³ is negligible beside p. The mean speeds are 1.50 × 10¹⁵ Å/s for electrons and 1.06 × 10¹⁵ Å/s for holes. Hence

c_n = 10 × 1.50 × 10¹⁵ = 1.50 × 10¹⁶ Å³/s,
c_p = 0.1 × 1.06 × 10¹⁵ = 1.06 × 10¹⁴ Å³/s,

and τ_n = 6.68 × 10⁻⁶ s, τ_p = 9.45 × 10⁻⁴ s. The two denominator terms are

τ_p(n + n₁) = 1.126 × 10⁻¹² s Å⁻³,
τ_n(p + p₁) = 0.074 × 10⁻¹² s Å⁻³.

With np = 1.1 × 10⁻¹⁷ Å⁻⁶ and n_i² negligible,

R = 1.1 × 10⁻¹⁷/(1.200 × 10⁻¹²) = 9.17 × 10⁻⁶ Å⁻³ s⁻¹,

or 9.17 × 10¹⁸ cm⁻³ s⁻¹.

The first term makes up 94% of the denominator, so hole capture is the slow step even though holes are eleven times as numerous as electrons. Doubling σ_p raises R by a factor 1.88; doubling σ_n raises it by 1.03.

The separate fluxes show what happens at the defects, whose steady occupation is f = 0.79. Electrons are captured at 3.18 × 10⁻⁵ Å⁻³ s⁻¹ and re-emitted at 2.26 × 10⁻⁵ Å⁻³ s⁻¹. The difference, 0.92 × 10⁻⁵ Å⁻³ s⁻¹, equals the hole-capture flux; hole emission is negligible. A trapped electron escapes at e_n = 2.87 × 10⁶ s⁻¹ and meets a hole at c_p p = 1.16 × 10⁶ s⁻¹. The fraction of captures that end in recombination is therefore

1.16/(1.16 + 2.87) = 0.29.

The lifetime at this injection is 10⁻⁹/(9.17 × 10⁻⁶) = 1.09 × 10⁻⁴ s. The small-injection value is much shorter:

τ_small ≈ 6.68 × 10⁻⁶ + 9.45 × 10⁻⁴ × 0.0192 = 2.48 × 10⁻⁵ s.

The excess is only a tenth of p₀, yet it is not small injection. The numerator condition of part (e) requires Δ to be well below

2.48 × 10⁻⁵ × 10⁻⁸/(9.52 × 10⁻⁴) = 2.6 × 10⁻¹⁰ Å⁻³,

and the chosen excess is about four times this. Even τ_small is 3.7 times τ_n, because of re-emission. The charge on the defects, N_t f = 7.9 × 10⁻¹² Å⁻³, is below 1% of the excess, so equal excess densities are a good approximation at this injection. At small injection the trapped charge is 3.8% of the electron excess. The steady electron lifetime is then still τ_small, but the hole lifetime is 2.57 × 10⁻⁵ s and a small excess decays with a time of 2.55 × 10⁻⁵ s.

The defect relaxation time 1/S is 5.3 × 10⁻⁸ s at these densities and 2.5 × 10⁻⁷ s in equilibrium, both far below the carrier lifetime. If constant generation at the rate R found above starts from equilibrium, numerical integration of the equations for n, p and f gives U_p/U_n = 0.0035 after 6.7 × 10⁻⁹ s. At that early time the defects are filling, and equating the two capture rates would be wrong. The ratio is still 0.87 after 5.3 × 10⁻⁶ s, about twenty equilibrium relaxation times, because f keeps rising with n, as part (c) anticipated.

With n = p = 0 the same defects generate pairs at 4.7 × 10⁻¹⁵ Å⁻³ s⁻¹. Here e_p = 4.7 × 10⁻⁴ s⁻¹ is far smaller than e_n, and N_t e_p accounts for the rate: the level lies far from the valence band, and hole emission is slow. In this model E* is 0.530 eV above E_v, and the unequal capture coefficients shift the most active level by −0.062 eV. The most active level would lie 0.468 eV above E_v, well below the level used here.

**(h) What is lost if the two cross sections are set equal?**

Replace both by their geometric mean, 1 Å². Then τ_n grows tenfold and τ_p falls tenfold. The denominator becomes

0.113 × 10⁻¹² + 0.735 × 10⁻¹² = 0.848 × 10⁻¹² s Å⁻³,

and the rate is 1.200/0.848 = 1.42 times the correct one. The error of 42%, relative to the correct rate, is moderate, but the mechanism has changed: the larger term now belongs to electron capture. A prediction of how R responds to n, p or either cross section would start from the wrong bottleneck.

Exchanging the two values keeps the same geometric mean. The denominator is then

0.011 × 10⁻¹² + 7.351 × 10⁻¹² = 7.36 × 10⁻¹² s Å⁻³,

and the rate falls to 0.16 of its original value. The mean cross section cannot distinguish these two defects, although their rates differ by a factor of six under the same conditions. One measured rate at one pair of densities likewise does not determine both cross sections, even with N_t and E_t known, because R depends there on a single weighted sum of τ_n and τ_p. Rates at different ratios of n + n₁ to p + p₁ are needed to separate them. The full set of values is in the numerical output.

Computed results

```
thermal energy kT = 0.025 eV
band gap = 1 eV
level below conduction edge = 0.25 eV
electron mass = 0.5 electron masses
hole mass = 1 electron masses
degeneracy ratio gamma = 0.5
sigma_n = 10 A^2
sigma_p = 0.1 A^2
defect density Nt = 1e-11 A^-3
electron density n = 1e-09 A^-3
hole density p = 1.1e-08 A^-3
equilibrium hole density p0 = 1e-08 A^-3
equilibrium electron density n0 = 8.5538e-20 A^-3
Nc = 8.4372e-06 A^-3
Nv = 2.3864e-05 A^-3
ni = 2.9247e-14 A^-3
n1 = 1.9152e-10 A^-3
p1 = 4.4662e-18 A^-3
mean electron speed = 1.4965e+15 A/s
mean hole speed = 1.0582e+15 A/s
c_n = 1.4965e+16 A^3/s
c_p = 1.0582e+14 A^3/s
e_n = 2.8661e+06 1/s
e_p = 0.00047259 1/s
tau_n = 6.6824e-06 s
tau_p = 0.00094504 s
tau_p (n+n1) = 1.126e-12 s A^-3
tau_n (p+p1) = 7.3507e-14 s A^-3
steady occupation f = 0.78783
electron capture flux = 3.175e-05 A^-3 s^-1
electron emission flux = 2.258e-05 A^-3 s^-1
hole capture flux = 9.1702e-06 A^-3 s^-1
hole emission flux = 1.0027e-15 A^-3 s^-1
net rate R = 9.1702e-06 A^-3 s^-1
net rate R converted = 9.1702e+18 cm^-3 s^-1
excess-electron lifetime (n-n0)/R = 0.00010905 s
small-injection lifetime = 2.4782e-05 s
large-injection limit = 0.00095172 s
defect relaxation time = 5.2646e-08 s
early time after generation starts = 6.6824e-09 s
U_p/U_n at that early time = 0.003539
rate factor when sigma_n doubles = 1.0316
rate factor when sigma_p doubles = 1.8845
geometric mean cross section = 1 A^2
R(equal mean sections)/R = 1.4151
R(exchanged sections)/R = 0.16294
depletion rate R(n=p=0) = -4.7259e-15 A^-3 s^-1
level where n1=ni, above Ev = 0.53033 eV
shift of most active level = -0.061897 eV
most active level above Ev = 0.46843 eV
degenerate case: E_Fn above Ec = 0.05 eV
degenerate e_n / nondegenerate e_n = 0.47556
```
